# The six-fifths growth law for compact particles in free-molecular coagulation

## Definitions and conventions

Solid particles suspended in a uniform gas collide, stick and fuse. Let $n(v,t)\,dv$ be the number of particles per unit gas volume with solid volume between $v$ and $v+dv$. Define

$$N=\int_0^\infty n\,dv,\qquad \phi=\int_0^\infty v\,n\,dv,\qquad V=\frac{\phi}{N}.$$

Here $N$ is the number density, $\phi$ the solid volume per unit gas volume, and $V$ the number-mean particle volume. The solid has mass density $\rho$, and $\theta=k_BT$ is the temperature in energy units. The algebra holds in any consistent units; the example uses nm, s, K, Torr and eV.

The basic model assumes that:

- particles move ballistically between encounters and have Maxwellian velocities at fixed $\theta$;
- they are neutral and do not attract one another before contact;
- every contact sticks, and the product becomes a sphere before its next collision;
- nucleation, surface growth and wall loss are absent, so $\phi$ is constant.

The claim is that $V\propto t^{6/5}$ at late times. Kernel homogeneity of one sixth gives this exponent provided that $\phi$ is constant and the size distribution, measured in units of $V$, settles to a fixed shape with a finite collision integral.

## Back-of-envelope argument

Suppose that all particles have volume $V$. The cross-section scales as $V^{2/3}$, the thermal speed as $V^{-1/2}$, and the number density is $\phi/V$. One particle therefore collides at a rate proportional to

$$V^{2/3}\,V^{-1/2}\,\phi V^{-1}=\phi V^{-5/6}.$$

A collision doubles the volume, so $V$ grows by a factor of order one in a time proportional to $V^{5/6}/\phi$. When the starting size has been forgotten, this growth time must be of the order of the age $t$. Hence $V^{5/6}\propto\phi t$, or

$$V\propto(\phi t)^{6/5},\qquad d\propto(\phi t)^{2/5},$$

where $d$ is the diameter. The argument leaves open the prefactor and the effect of unequal sizes.

## The collision kernel

For particles of masses $m_1,m_2$, each component of the relative velocity is Gaussian with variance $\sigma^2=\theta/m_1+\theta/m_2$. The mean relative speed is

$$\bar w=\int_0^\infty w\,\frac{4\pi w^2e^{-w^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}}\,dw
=\frac{4\pi\cdot2\sigma^4}{(2\pi\sigma^2)^{3/2}}=\sigma\sqrt{\frac8\pi}.$$

For volumes $u,v$ the masses are $\rho u,\rho v$, so $\sigma^2=(\theta/\rho)(1/u+1/v)$. The radii are $(3u/4\pi)^{1/3}$ and $(3v/4\pi)^{1/3}$, and contact occurs within a cross-section $\pi(r_u+r_v)^2$. Multiplying cross-section by mean speed gives

$$K(u,v)=K_0\,(u^{1/3}+v^{1/3})^2\left(\frac1u+\frac1v\right)^{1/2},$$

$$K_0=\pi\left(\frac{3}{4\pi}\right)^{2/3}\sqrt{\frac{8\theta}{\pi\rho}}
=\left(\frac{3}{4\pi}\right)^{1/6}\sqrt{\frac{6\theta}{\rho}}.$$

To verify the last equality, square the numerical factor: $8\pi(3/4\pi)^{4/3}=6(3/4\pi)^{1/3}$.

If both volumes are multiplied by $a$, the squared bracket gains $a^{2/3}$ and the square root gains $a^{-1/2}$. Thus $K(au,av)=a^{1/6}K(u,v)$.

## Controlled derivation

Under the mean-field assumption of uncorrelated collision partners, the distribution obeys Smoluchowski's equation,

$$\frac{\partial n(v)}{\partial t}=\frac12\int_0^vK(u,v-u)n(u)n(v-u)\,du-n(v)\int_0^\infty K(u,v)n(u)\,du.$$

The factor $1/2$ prevents each pair from being counted twice. Integrating over $v$ gives half the double integral of $Knn$ from the gain and minus the whole of it from the loss:

$$\frac{dN}{dt}=-\frac12\iint K(u,v)n(u)n(v)\,du\,dv.$$

Weighting by volume instead gives $\frac12(u+v)$ from the gain and, after symmetrization, the same amount from the loss. Thus $\phi$ is conserved.

Now write $x=v/V$ and

$$n(v,t)=\frac{\phi}{V^2}\psi(x,t),\qquad \int\psi\,dx=\int x\psi\,dx=1.$$

The two normalizations reproduce $N=\phi/V$ and the volume fraction $\phi$. Define the dimensionless kernel and its mean over pairs,

$$\kappa(x,y)=(x^{1/3}+y^{1/3})^2\left(\frac1x+\frac1y\right)^{1/2},\qquad
\alpha(t)=\iint\kappa\,\psi(x,t)\psi(y,t)\,dx\,dy.$$

Homogeneity gives $K=K_0V^{1/6}\kappa$, so $dN/dt=-\frac12\alpha K_0V^{1/6}N^2$. Since $V=\phi/N$ with $\phi$ constant,

$$\frac{dV}{dt}=-\frac{\phi}{N^2}\frac{dN}{dt}=\frac12\alpha(t)K_0\phi V^{1/6}.$$

No particular shape has yet been assumed. Multiplying by $\frac56V^{-1/6}$ turns the left side into $dV^{5/6}/dt$. Integration from $V_0$ at $t=0$ gives

$$V^{5/6}=V_0^{5/6}+\frac5{12}K_0\phi\int_0^t\alpha(t')\,dt'.$$

If $\alpha(t)$ tends to a positive constant $\alpha$, the integral grows as $\alpha t$, and the leading late-time result is

$$\boxed{V(t)\simeq\left(\frac5{12}\,\alpha K_0\phi\,t\right)^{6/5}.}$$

### Is a fixed shape possible?

Insert a time-independent $\psi(x)$ into Smoluchowski's equation. Because $\partial x/\partial t=-xV'/V$, where $V'=dV/dt$, the left side is

$$\frac{\partial n}{\partial t}=-\frac{\phi V'}{V^3}\left(2\psi+x\frac{d\psi}{dx}\right).$$

On the right, two factors of $n$ give $\phi^2V^{-4}$, the volume integral gives $V$, and the kernel gives $K_0V^{1/6}$. Writing $C[\psi]$ for the remaining dimensionless collision terms and dividing by the powers of $V$, we obtain

$$-\frac{V'}{K_0\phi V^{1/6}}\left(2\psi+x\frac{d\psi}{dx}\right)=C[\psi].$$

The prefactor must be constant, and the growth equation identifies it as $\alpha/2$. A fixed shape is therefore compatible with the dynamics. This does not prove that the shape exists or that other distributions approach it; the numerical solution below addresses that point.

The kernel diverges when one particle is very small, so the finiteness of $\alpha$ also needs attention. For $x\to0$, $\kappa(x,y)\simeq y^{2/3}x^{-1/2}$. Let $q=\int y^{2/3}\psi\,dy$. Keeping the dominant loss term, and dropping $2\psi$ beside the larger derivative term, gives

$$\frac\alpha2x\frac{d\psi}{dx}\simeq qx^{-1/2}\psi,
\qquad \ln\psi\simeq-\frac{4q}{\alpha\sqrt x}.$$

Gain from two still smaller particles is negligible. A pair of size $x/2$, for instance, carries the exponential twice with $\sqrt x$ replaced by $\sqrt{x/2}$, so the magnitude of its exponent is larger by a factor $2\sqrt2$. At this order the small particles are depleted strongly enough to remove the divergence from $\alpha$.

## Comparison of the estimate and the full distribution

For equal sizes, $\kappa(1,1)=2^2\sqrt2=5.657$. This completes the back-of-envelope estimate with $\alpha=4\sqrt2$.

The full value comes from the discrete Smoluchowski equation, in which particle volumes are integer multiples of one unit. Starting with single units only and integrating to a mean of 500 units gives $\alpha=6.559$. Starting with half the solid volume in single units and half in ten-unit particles gives 6.552. The two starts agree to about 0.1%.

The equal-size estimate therefore gives a late-time mean volume lower than the full one by the factor

$$\left(\frac{5.657}{6.559}\right)^{6/5}=0.837.$$

It is 16% low in volume and about 6% low in the corresponding diameter. The exponent is unaffected.

A second moment tests whether the shape has settled. Let $M_2=\int v^2n\,dv$. A collision changes the sum of squared volumes by $(u+v)^2-u^2-v^2=2uv$, so $dM_2/dt=\iint Kuv\,nn\,du\,dv$. If the shape is fixed, $M_2/(\phi V)$ is constant and $M_2$ grows at the same relative rate as $V$:

$$\frac{1}{M_2}\frac{dM_2}{dt}=\frac12\alpha K_0\phi V^{-5/6}.$$

Solving this relation for $\alpha$ at the end of the first run also gives 6.559. The width measured by this moment is therefore stationary there, although one moment does not determine the whole shape. The ratio $M_2/(\phi V)$ is 2.120: the volume-weighted mean is about twice the number mean and follows the same power law.

The law also predicts timing. In units of $v_1^{5/6}/(K_0\phi)$, with $v_1$ the unit volume, the time for the mean to grow from 50 to 500 units should be

$$\frac{12}{5(6.559)}\left(500^{5/6}-50^{5/6}\right)=55.41.$$

The mixed-start run, which did not supply this $\alpha$, takes 55.25, a difference of 0.3%. It is slightly faster because it still remembers its broader start: its $\alpha$ is about 6.76 at a mean of 50 units and has fallen to 6.55 by 500.

The pure power appears gradually. For the single-unit start, the exponent measured between two times is 1.108 while the mean grows from 10 to 20 units, and 1.196 from 250 to 500. The finite starting volume lowers it. With constant $\alpha$, the integrated law would give 1.066 in the earlier interval. The measured value is higher because $\alpha(t)$ starts at 5.657, below its final value: this early deficit subtracts from the intercept $V_0^{5/6}$ and partly cancels it.

## Two changes that alter the exponent

**Incomplete fusion.** If particles remain aggregates whose collision radius grows as $v^{1/D}$, the cross-section scales as $v^{2/D}$ while the speed still scales as $v^{-1/2}$. The homogeneity becomes $\lambda=2/D-1/2$. Repeating the growth argument gives $dV/dt\propto V^\lambda$ and

$$V\propto t^{1/(1-\lambda)}.$$

This again assumes a fixed shape, and we restrict it to $D\ge2$. For smaller $D$ the kernel between a large aggregate and a small one grows faster than the volume of the large one, and a fixed shape is not assured. For $D=3$ the law returns $6/5$. For $D=2.5$, $\lambda=3/10$ and the exponent is $10/7=1.429$. The discrete equation with this kernel gives 1.418 between means of 250 and 500 units, again slightly below the asymptotic value. Its collision integral is $\alpha_D=6.625$.

**Surface growth.** If vapour deposits on existing particles, $\phi$ is not constant, and differentiating $V=\phi/N$ gives

$$\frac{V'}V=\frac{\phi'}{\phi}+\frac12\alpha K_0\phi V^{-5/6}.$$

Let $\phi=\phi_1t/t_1$, hold $\alpha$ fixed as an approximation, and set $y=V^{5/6}$ and $B=\frac5{12}\alpha K_0\phi_1$. Multiplication by $\frac56y$ gives

$$y'=\frac56\frac yt+\frac{Bt}{t_1}.$$

Trying $y=Ct^2$ yields $2C=\frac56C+B/t_1$, so $C=6B/(7t_1)$. The homogeneous solution grows only as $t^{5/6}$, so the late law is $V\propto t^{12/5}$. If $\alpha$ is the same in both cases, the volume at $t_1$ relative to a system that held $\phi_1$ throughout is $(6/7)^{6/5}=0.831$. Deposition in fact changes the shape of the distribution and hence $\alpha$, so this ratio is only approximate: deposition proportional to surface area lowers $\alpha$ to about 6.1 and the ratio to about 0.76. The final size changes modestly, but the exponent doubles.

## Silicon particles in a silane reactor

Take hydrogen at 760 Torr and 1100 K, where $\theta=0.0948$ eV. Let the silicon supplied correspond to 1 Torr of silane, with 1% of it in particles. The density is 2.33 g/cm³, or 0.0200 nm³ per silicon atom. The number density corresponding to 1 Torr is $8.78\times10^{-6}$ nm$^{-3}$, so

$$\phi=0.01(8.78\times10^{-6})(0.0200)=1.76\times10^{-9}.$$

With $K_0=1.558\times10^{11}$ nm$^{5/2}$/s,

$$\frac5{12}\alpha K_0\phi
=\frac5{12}(6.559)(1.558\times10^{11})(1.757\times10^{-9})
\simeq748\ \mathrm{nm^{5/2}/s}.$$

After 1 s the mean volume is $748^{6/5}\simeq2810$ nm³. The sphere of this volume has diameter 17.5 nm (175 Å), and $N=\phi/V=6.3\times10^8$ cm$^{-3}$. At 0.1 s the diameter is 7.0 nm, and at 0.01 s it is 2.8 nm. Each decade of time multiplies the volume by 15.85 and the diameter by 2.51. Starting from single atoms shifts the time origin by at most about $5\times10^{-5}$ s, which is negligible here.

### Motion through the gas

With a rough hydrogen collision diameter of 0.27 nm, the gas mean free path is 463 nm. The Knudsen number, twice this path divided by particle diameter, is 53. The particle's own path must also be long compared with its size. A sphere of radius $r$ that reflects gas molecules specularly scatters them isotropically, so each transfers on average its full relative momentum. To first order in the drift velocity, the friction coefficient is

$$f=\pi r^2n_gm_g\left(\langle c\rangle+\left\langle\frac{c_x^2}{c}\right\rangle\right)
=\frac43\pi r^2n_gm_g\sqrt{\frac{8\theta}{\pi m_g}},$$

where $n_g$, $m_g$ and $c$ are the gas number density, molecular mass and speed. The particle's thermal speed times $m/f$, with $m$ its mass, is 653 nm, about 75 particle radii. Ballistic collisions are justified at 1 s.

The same friction gives the diffusion coefficient $\theta/f$. For a 3 cm gap between absorbing walls, the slowest mode decays at rate $\pi^2\theta/(fH^2)$, with $H$ the gap. Its integral over 1 s, as the particles grow, is $I=0.029$. This mode alone does not give the loss: particles that start spread uniformly across the gap are lost mainly from thin layers beside the walls. For such short diffusion the lost fraction is $4\sqrt{I/\pi^3}$, or about 12% in this estimate. Diffuse reflection and the finite size of the gas molecules raise the friction and bring this nearer 10%. A loss of this order departs from the constant-$\phi$ assumption, and the estimate is for an isothermal gap: thermophoretic drift in the temperature gradient of a real reactor is not included.

### Forces between particles

Attraction matters more. At separation $r$, a pair with energy $E$ and impact parameter $b$ can approach if $Eb^2/r^2-|U(r)|<E$. Capture requires this at every separation outside contact, so the cross-section is $\pi$ times the minimum of $r^2(1+|U|/E)$, averaged with weight $Ee^{-E/\theta}/\theta^2$. For equal spheres, with $s=r/d$, the Hamaker energy is

$$|U|=\frac A6\left[\frac1{2(s^2-1)}+\frac1{2s^2}+\ln\left(1-\frac1{s^2}\right)\right].$$

A rough $A=1.2$ eV raises the collision rate by a factor 2.01. Applied to all pairs, it raises $V$ by $2.01^{6/5}=2.31$ and the diameter to about 23 nm. This overstates the effect somewhat, because the factor is smaller for unequal spheres. The unretarded energy depends only on the size ratio and on the separation relative to the sizes. For a given ratio the factor therefore does not change with size, and with this energy the exponent survives. At 17.5 nm, however, capture is decided at a surface gap of about 4 nm, where retardation already weakens the attraction. A rough allowance lowers the factor to about 1.8–1.9 and makes it fall slowly as the particles grow, so the exponent is then kept only approximately.

Two particles with one like elementary charge each have a contact energy of 0.082 eV, close to $\theta$. For bare Coulomb repulsion $U_c$ at contact, averaging $1-U_c/E$ over $E>U_c$ gives a rate factor $e^{-U_c/\theta}\simeq0.42$ for such pairs. Neutrality is thus a substantive condition.

### Setting beside a real reactor

The temperature, pressure and silane supply are rough values for atmospheric-pressure silicon deposition; the 1% particle fraction is a choice. It matters greatly: at fixed time and temperature $V\propto\phi^{6/5}$, so ten times more silicon in particles gives 15.85 times the volume. Complete fusion is also an insecure assumption. At 1 s a particle collides every $5t/12=0.417$ s, and 1100 K is well below the melting point of bulk silicon, so solid particles may not become spheres in time. If fusion stopped at 5 nm, reached after 0.044 s, and growth continued with $D=2.5$ and $\alpha_D$, the mean solid volume at 1 s would be 1.64 times the compact result. Attraction, incomplete fusion and surface growth were estimated separately, and their factors should not be multiplied into a reactor prediction. The result is also sensitive to the choice $D=2.5$: more open aggregates, with $D=2$, would reach several times the compact solid volume in the same time. The 17.5 nm is therefore the answer for neutral, fully fusing particles without attraction at the chosen particle fraction, not a size to expect in a given reactor. The numerical output lists the inputs and results.

## Values computed for the example and the checks

```
alpha, start from single units: 6.559
alpha, mixed start: 6.552
alpha from second moment: 6.559
alpha, equal sizes: 5.657
mean volume, equal-size / full: 0.837
volume-weighted / number mean volume: 2.120
time exponent, mean 10 to 20 units: 1.108
time exponent, mean 250 to 500 units: 1.196
mixed start, time from mean 50 to 500: 55.25 (scaled)
same time predicted by the law: 55.41 (scaled)
aggregate exponent, D = 2.5: 1.418
aggregate alpha, D = 2.5: 6.625
exponent with linear surface growth: 2.400
temperature: 1100 K; kT: 0.0948 eV
total pressure: 760 Torr; silane: 1.0 Torr
silicon fraction in particles: 0.01
solid density: 2.33 g/cm3
volume per silicon atom: 0.0200 nm3
particle volume fraction phi: 1.757e-09
K0: 1.558e+11 nm^(5/2)/s
growth coefficient: 747.90 nm^(5/2)/s
t = 0.01 s: mean volume 11.18 nm3, diameter 2.77 nm, number 1.571e+11 cm^-3
t = 0.10 s: mean volume 177.3 nm3, diameter 6.97 nm, number 9.912e+09 cm^-3
t = 1.00 s: mean volume 2809 nm3, diameter 17.51 nm, number 6.254e+08 cm^-3
volume ratio per decade of time: 15.85
diameter ratio per decade: 2.512
time offset for start from atoms: 5.14e-05 s
Neglected effects at 1 s:
hydrogen collision diameter used: 0.27 nm
gas mean free path: 463 nm
Knudsen number: 53
particle persistence length: 653 nm
reactor gap: 3.0e+07 nm
wall-loss exponent over 1 s: 0.0294
time between collisions of a particle: 0.417 s
Hamaker constant used: 1.2 eV
attraction, collision-rate factor: 2.01
attraction, mean-volume factor: 2.31
Coulomb energy at contact: 0.0823 eV
primary diameter if fusion stops: 5.0 nm
time when that size is reached: 0.0436 s
unfused / compact mean volume: 1.64
linear growth / constant phi, volume: 0.831
```
